**Bands and edge gap of π-bonded zigzag chains**

The program tests the bands $E_\pm=2s\cos ka\pm\sqrt{\Delta^2+4\tau^2\cos^2(ka/2)}$, where $\tau^2=t^2+t'^2+2tt'\cos qb$. Here $a$ is the chain period, $b$ the chain spacing, $\pm\Delta$ the site energies, and $t$, $t'$ and $s$ the hoppings between chain neighbours, between chains, and between like sites along a chain. It asserts that the formula reproduces the spectrum of a 144-atom torus built from atomic positions; the largest difference is about $10^{-16}$ hartree. With long-range hopping on a buckled chain, it asserts that the A–B coupling vanishes at the sampled points of the zone edge, and that a shift of B along the chain restores it. Further assertions cover the gap from alternating bonds, the condition for the edge gap to be fundamental, the band widths, the edge masses and the charge transfer. For the chosen model parameters the output shows a gap of 0.0160 hartree (0.435 eV) and a lower band that disperses about 11 times more along the chains than across them.

## Program and output

```python
"""Surface bands of pi-bonded zigzag chains (Pandey model), two sites per cell.

Result under test:
  E(k,q) = 2 s cos(ka) +- sqrt(Delta^2 + 4 tau(q)^2 cos^2(ka/2)),
  tau^2 = t^2 + t'^2 + 2 t t' cos(qb),
with a gap 2 Delta on the whole zone edge k = pi/a.
Symbols: a chain period, b chain spacing, k along and q across the chains,
+Delta and -Delta orbital energies of sites A and B, t chain-neighbour hopping,
s like-site hopping along the chain, t' (T_CROSS) hopping between chains.
Hartree atomic units. The Hamiltonians are built from atomic positions.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import ellipk

EV = physical_constants["Hartree energy in eV"][0]
A = 7.0
B = np.sqrt(3.0) * A
T, T_CROSS, S, DELTA = -0.020, -0.001, -0.002, 0.008
BOND = np.sqrt(3.0 / 8.0) * A                  # tetrahedral bond length
WIDTH = np.sqrt(BOND**2 - (A / 2)**2)          # transverse width of flat zigzag
CROSS = np.hypot(A / 2, B - WIDTH)             # nearest unlike sites, two chains
EDGE = np.pi / A
Q_EDGE = np.pi / B


def short_hop(r, s=S):
    """Hopping assigned by interatomic distance."""
    return (T * (abs(r - BOND) < 1e-6) + s * (abs(r - A) < 1e-6)
            + T_CROSS * (abs(r - CROSS) < 1e-6))


def long_hop(r):
    """Hopping of unlimited range with exponential decay."""
    return np.where(r > 1e-9, T * np.exp(-3.0 * (r / BOND - 1.0)), 0.0)


def bloch(k, q, hop=short_hop, delta=DELTA, shift=0.0, height=0.0, reach=2):
    """2x2 Bloch matrix by explicit lattice sum; shift moves B along chain."""
    sites = np.array([[0.0, 0.0, 0.0], [A / 2 + shift, WIDTH, height]])
    n = np.arange(-reach, reach + 1)
    nx, ny = np.meshgrid(n, n, indexing="ij")
    h = np.diag([delta, -delta]).astype(complex)
    for i in range(2):
        for j in range(2):
            d = sites[j] - sites[i]
            dx, dy = d[0] + nx * A, d[1] + ny * B
            r = np.sqrt(dx**2 + dy**2 + d[2]**2)
            h[i, j] += np.sum(hop(r) * np.exp(1j * (k * dx + q * dy)))
    return h


def levels(k, q, **options):
    return np.linalg.eigvalsh(bloch(k, q, **options))


def formula(k, q):
    tau2 = T**2 + T_CROSS**2 + 2 * T * T_CROSS * np.cos(q * B)
    root = np.sqrt(DELTA**2 + 4 * tau2 * np.cos(k * A / 2)**2)
    return 2 * S * np.cos(k * A) + np.array([-root, root])


def ring(n_cells, t1, t2, delta):
    """Isolated periodic chain with bonds t1, t2 in alternation."""
    size = 2 * n_cells
    h = np.diag(np.tile([delta, -delta], n_cells))
    for i in range(size):
        j = (i + 1) % size
        h[i, j] = h[j, i] = t1 if i % 2 == 0 else t2
    return np.linalg.eigh(h)


# Finite torus of chains in real space against the closed band formula
NX, NY = 12, 6
pos = np.array([[i * A + u, j * B + v] for i in range(NX) for j in range(NY)
                for u, v in ((0.0, 0.0), (A / 2, WIDTH))])
diff = pos[:, None, :] - pos[None, :, :]
box = np.array([NX * A, NY * B])
diff -= box * np.round(diff / box)
h_torus = short_hop(np.sqrt(np.sum(diff**2, axis=2)))
h_torus = h_torus + np.diag(np.tile([DELTA, -DELTA], NX * NY))
e_torus = np.linalg.eigvalsh(h_torus)
e_bands = np.sort(np.concatenate([
    formula(2 * np.pi * i / (NX * A), 2 * np.pi * j / (NY * B))
    for i in range(NX) for j in range(NY)]))
torus_error = np.max(abs(e_torus - e_bands))
assert torus_error < 1e-12
# one electron per atom, two per level: as many filled levels as cells
filled = len(pos) // 2
torus_gap = e_torus[filled] - e_torus[filled - 1]
assert abs(torus_gap - 2 * DELTA) < 1e-12

# Equivalent sites, isolated chain: one folded cosine band, no gap
e_equal = ring(NX, T, T, 0.0)[0]
folded = np.sort(2 * T * np.cos(np.pi * np.arange(2 * NX) / NX))
assert np.max(abs(e_equal - folded)) < 1e-12
equal_gap = e_equal[NX] - e_equal[NX - 1]
assert abs(equal_gap) < 1e-12

# Edge symmetry: long-range hopping on a buckled chain, then mirror broken
far = dict(hop=long_hop, height=0.1 * A, reach=7)
q_line = np.linspace(0, Q_EDGE, 7)
mix_edge = max(abs(bloch(EDGE, q, **far)[0, 1]) for q in q_line)
mix_gamma = abs(bloch(0.0, 0.0, **far)[0, 1])
assert mix_edge < 1e-12 and mix_gamma > abs(T)
for q in q_line:
    for delta in (0.0, DELTA):
        e = levels(EDGE, q, delta=delta, **far)
        assert abs(e[1] - e[0] - 2 * delta) < 1e-12
SHIFT = 0.03 * A
mix_broken = abs(bloch(EDGE, 0.0, shift=SHIFT, **far)[0, 1])
e = levels(EDGE, 0.0, delta=0.0, shift=SHIFT, **far)
broken_gap = e[1] - e[0]
assert mix_broken > 1e-4 and broken_gap > 1e-4
vectors = np.linalg.eigh(bloch(EDGE, 0.0))[1]
weight_a_upper = abs(vectors[0, 1])**2
weight_b_lower = abs(vectors[1, 0])**2
assert min(weight_a_upper, weight_b_lower) > 1 - 1e-12

# Alternating bonds open a gap of their own
T1, T2 = -0.022, -0.018
N_RING = 200
e_alt = ring(N_RING, T1, T2, DELTA)[0]
alt_gap = e_alt[N_RING] - e_alt[N_RING - 1]
assert abs(alt_gap - 2 * np.sqrt(DELTA**2 + (T1 - T2)**2)) < 1e-12
e_alt0 = ring(N_RING, T1, T2, 0.0)[0]
alt_gap_equal = e_alt0[N_RING] - e_alt0[N_RING - 1]
assert abs(alt_gap_equal - 2 * abs(T1 - T2)) < 1e-12

# Fundamental gap on both sides of the critical like-site hopping, both signs
root_min = np.sqrt(DELTA**2 + 4 * (abs(T) - abs(T_CROSS))**2)
s_crit = (root_min - DELTA) / 4


def fundamental_gap(s):
    e = np.array([levels(k, q, hop=lambda r: short_hop(r, s))
                  for k in np.linspace(0, EDGE, 41)
                  for q in np.linspace(0, Q_EDGE, 7)])
    return e[:, 1].min() - e[:, 0].max()


for sign in (-1, 1):
    assert abs(fundamental_gap(sign * 0.95 * s_crit) - 2 * DELTA) < 1e-12
    gap_beyond = fundamental_gap(sign * 1.05 * s_crit)
    assert gap_beyond < 2 * DELTA - 1e-4
    assert abs(gap_beyond - (root_min + DELTA - 4.2 * s_crit)) < 1e-12

# Band widths along and across the chains, from diagonalization
gamma, j_point = levels(0.0, 0.0), levels(EDGE, 0.0)
j_prime, k_point = levels(0.0, Q_EDGE), levels(EDGE, Q_EDGE)
lower_width, upper_width = j_point[0] - gamma[0], gamma[1] - j_point[1]
across_lower = abs(j_prime[0] - gamma[0])
across_upper = abs(j_prime[1] - gamma[1])
across_edge = np.max(abs(k_point - j_point))
tau0 = abs(T + T_CROSS)
tau1 = abs(T - T_CROSS)
base_width = np.sqrt(DELTA**2 + 4 * tau0**2) - DELTA
assert abs(lower_width - (base_width + 4 * abs(S))) < 1e-12
assert abs(upper_width - (base_width - 4 * abs(S))) < 1e-12
assert across_edge < 1e-12 and lower_width > 5 * across_lower

# Effective masses at J by finite differences
step = 1e-3 / A * 5
curv = (levels(EDGE + step, 0.0) - 2 * j_point
        + levels(EDGE - step, 0.0)) / step**2
mass_hole, mass_electron = -1 / curv[0], 1 / curv[1]
assert abs(mass_electron * A**2 * (tau0**2 / DELTA + 2 * S) - 1) < 1e-3
assert abs(mass_hole * A**2 * (tau0**2 / DELTA - 2 * S) - 1) < 1e-3

# Charge transfer from the occupied eigenvectors of an isolated chain
occupied = ring(N_RING, T, T, DELTA)[1][:, :N_RING]
density = 2 * np.sum(occupied**2, axis=1)
n_a, n_b = density[0::2].mean(), density[1::2].mean()
root = np.sqrt(DELTA**2 + 4 * T**2)
transfer = 4 / np.pi * DELTA / root * ellipk(4 * T**2 / root**2)
assert abs(n_b - n_a - transfer) < 1e-9
assert abs(n_a + n_b - 2) < 1e-10

print(f"chain period a = {A:.3f} bohr, chain spacing b = {B:.3f} bohr")
print(f"chain bond = {BOND:.3f} bohr = {BOND/A:.4f} a")
print(f"nearest unlike sites of two chains = {CROSS:.3f} bohr = {CROSS/A:.4f} a")
print(f"t = {T:.4f}, t' = {T_CROSS:.4f}, s = {S:.4f}, Delta = {DELTA:.4f} hartree")
print(f"tau(q=0) = {tau0:.4f}, tau(q=pi/b) = {tau1:.4f} hartree")
print(f"torus: {NX} x {NY} cells, {len(pos)} atoms, {filled} filled levels")
print(f"largest level error, torus against formula = {torus_error:.1e} hartree")
print("bands at q = 0: k a/pi, lower, upper (hartree)")
for x in (0.0, 0.25, 0.5, 0.75, 1.0):
    low, up = levels(x * EDGE, 0.0)
    print(f"  {x:.2f}  {low:.5f}  {up:.5f}")
print(f"bands at k = 0, q = pi/b: {j_prime[0]:.5f}, {j_prime[1]:.5f} hartree")
print(f"lower width along chain = {lower_width:.5f} hartree"
      f" = {lower_width*EV:.3f} eV")
print(f"upper width along chain = {upper_width:.5f} hartree"
      f" = {upper_width*EV:.3f} eV")
print(f"dispersion across chains at k = 0: lower {across_lower:.5f},"
      f" upper {across_upper:.5f} hartree")
print(f"lower band, along/across ratio = {lower_width/across_lower:.1f}")
print(f"dispersion across chains at k = pi/a = {across_edge:.1e} hartree")
print(f"gap of torus = {torus_gap:.5f} hartree = {torus_gap*EV:.3f} eV")
print(f"gap, isolated chain, equal sites and bonds = {abs(equal_gap):.1e} hartree")
print(f"weight on A of upper edge state = {weight_a_upper:.6f}")
print(f"weight on B of lower edge state = {weight_b_lower:.6f}")
print("long-range hopping, buckling height 0.1 a, decay exp[-3(r/bond-1)]:")
print(f"  |H_AB| at zone centre = {mix_gamma:.5f} hartree")
print(f"  largest |H_AB| on zone edge = {mix_edge:.1e} hartree")
print(f"  B shifted by {SHIFT:.2f} bohr: |H_AB| at J = {mix_broken:.5f} hartree")
print(f"  same shift, equal site energies: gap at J = {broken_gap:.5f} hartree")
print(f"alternating bonds t1 = {T1:.3f}, t2 = {T2:.3f} hartree:")
print(f"  gap with Delta = {alt_gap:.5f}, with Delta = 0: {alt_gap_equal:.5f} hartree")
print(f"critical |s| for gap at edge = {s_crit:.5f} hartree")
print(f"gap at 1.05 times critical |s| = {gap_beyond:.5f} hartree")
print(f"masses at J along chain: electron {mass_electron:.3f},"
      f" hole {mass_hole:.3f} electron masses")
print(f"isolated chain occupations: n_A = {n_a:.4f}, n_B = {n_b:.4f} electrons")
print(f"charge difference n_B - n_A = {n_b-n_a:.4f} electrons")
print("verified")
```

It prints:

```
chain period a = 7.000 bohr, chain spacing b = 12.124 bohr
chain bond = 4.287 bohr = 0.6124 a
nearest unlike sites of two chains = 10.265 bohr = 1.4664 a
t = -0.0200, t' = -0.0010, s = -0.0020, Delta = 0.0080 hartree
tau(q=0) = 0.0210, tau(q=pi/b) = 0.0190 hartree
torus: 12 x 6 cells, 144 atoms, 72 filled levels
largest level error, torus against formula = 1.2e-16 hartree
bands at q = 0: k a/pi, lower, upper (hartree)
  0.00  -0.04676  0.03876
  0.25  -0.04245  0.03679
  0.50  -0.03076  0.03076
  0.75  -0.01513  0.02078
  1.00  -0.00400  0.01200
bands at k = 0, q = pi/b: -0.04283, 0.03483 hartree
lower width along chain = 0.04276 hartree = 1.163 eV
upper width along chain = 0.02676 hartree = 0.728 eV
dispersion across chains at k = 0: lower 0.00392, upper 0.00392 hartree
lower band, along/across ratio = 10.9
dispersion across chains at k = pi/a = 0.0e+00 hartree
gap of torus = 0.01600 hartree = 0.435 eV
gap, isolated chain, equal sites and bonds = 3.3e-17 hartree
weight on A of upper edge state = 1.000000
weight on B of lower edge state = 1.000000
long-range hopping, buckling height 0.1 a, decay exp[-3(r/bond-1)]:
  |H_AB| at zone centre = 0.03952 hartree
  largest |H_AB| on zone edge = 7.6e-17 hartree
  B shifted by 0.21 bohr: |H_AB| at J = 0.00452 hartree
  same shift, equal site energies: gap at J = 0.00905 hartree
alternating bonds t1 = -0.022, t2 = -0.018 hartree:
  gap with Delta = 0.01789, with Delta = 0: 0.00800 hartree
critical |s| for gap at edge = 0.00771 hartree
gap at 1.05 times critical |s| = 0.01446 hartree
masses at J along chain: electron 0.399, hole 0.345 electron masses
isolated chain occupations: n_A = 0.6211, n_B = 1.3789 electrons
charge difference n_B - n_A = 0.7579 electrons
verified
```
